# Why odd couplings of real spherical harmonics come out imaginary

Take two ordinary vectors $\mathbf a$ and $\mathbf b$ with real components, and combine them into a third vector by the rules of angular momentum coupling. The spherical components of a vector, which rotate like the harmonics $Y_{1m}$ with the Condon–Shortley phase, are

$$a_{\pm1}=\mp\frac{a_x\pm i a_y}{\sqrt2},\qquad a_0=a_z .$$

For $1\otimes1\to1$ the Clebsch–Gordan coefficients with total projection zero are $1/\sqrt2$ for $(m_1,m_2)=(1,-1)$, $-1/\sqrt2$ for $(-1,1)$, and zero for $(0,0)$. The $z$ component of the coupled vector is therefore $(a_{+1}b_{-1}-a_{-1}b_{+1})/\sqrt2$. The two products are

$$a_{+1}b_{-1}=-\tfrac12\left[a_xb_x+a_yb_y+i(a_yb_x-a_xb_y)\right],$$

$$a_{-1}b_{+1}=-\tfrac12\left[a_xb_x+a_yb_y-i(a_yb_x-a_xb_y)\right].$$

The real parts cancel in the difference and the imaginary parts add:

$$(\mathbf a\otimes\mathbf b)_z=\frac{i}{\sqrt2}(a_xb_y-a_yb_x)=\frac{i}{\sqrt2}(\mathbf a\times\mathbf b)_z .$$

Both sides are $z$ components of objects that rotate as vectors, and the equality holds for every $\mathbf a$ and $\mathbf b$, so it holds for the other components too. Real vectors and real Clebsch–Gordan coefficients have produced an imaginary vector.

## The belief and its appeal

The belief is that coupling coefficients in a basis of real harmonics are all real, so that an imaginary part found in a program is rounding error and may be dropped. There is a respectable argument behind it. Real harmonics rotate among themselves with real matrices, so a coupling that respects rotations ought to be expressible in real numbers.

That argument proves something true, but less than the belief claims. An allowed triple $(l_1,l_2,l_3)$ satisfies $|l_1-l_2|\le l_3\le l_1+l_2$, and $l_3$ then occurs once in $l_1\otimes l_2$. The equivariant coupling is thus unique up to a factor. The linear equations that define it have real coefficients in the real basis, so a real solution exists. The tensor obtained by transforming the Clebsch–Gordan coefficients is this real solution times some complex number. Nothing so far says that the number is real.

## The phase, derived

All $l$ are integers. Let $S_{l\mu}=\sum_m U^l_{\mu m}Y_{lm}$ be real orthonormal harmonics, with $U^l$ unitary. The derivation holds for any such basis. The numbers quoted below use $S_{l0}=Y_{l0}$ and, for $m>0$, $S_{l,m}=\sqrt2(-1)^m\,\mathrm{Re}\,Y_{lm}$ and $S_{l,-m}=\sqrt2(-1)^m\,\mathrm{Im}\,Y_{lm}$. For $l=1$ these are proportional to $y,z,x$, and for $l=2$ to $xy,\ yz,\ 3z^2-r^2,\ xz,\ x^2-y^2$, all with positive coefficients. Real features $x_\mu$ that rotate like $S_{l\mu}$ have complex components $x_m=\sum_\mu (U^l_{\mu m})^*x_\mu$. Coupling these and returning to the real basis gives the tensor

$$G_{\mu_1\mu_2\mu_3}=\sum_{m_1m_2m_3}U^{l_3}_{\mu_3m_3}\,C(m_1,m_2|m_3)\,(U^{l_1}_{\mu_1m_1})^*(U^{l_2}_{\mu_2m_2})^*,$$

where $C(m_1,m_2|m_3)$ is the real Clebsch–Gordan coefficient for $l_1\otimes l_2\to l_3$.

Two facts are needed. The first is the reality of $S$. Since $Y_{lm}^*=(-1)^mY_{l,-m}$, the condition $S_{l\mu}=S_{l\mu}^*$ reads

$$\sum_mU_{\mu m}Y_{lm}=\sum_mU_{\mu m}^*(-1)^mY_{l,-m}=\sum_m(-1)^mU^*_{\mu,-m}Y_{lm},$$

hence $U_{\mu m}=(-1)^mU^*_{\mu,-m}$.

The second is the behaviour of $C$ when all projections change sign. Turn space by $\pi$ about the $y$ axis, so that $\theta\to\pi-\theta$ and $\phi\to\pi-\phi$. The associated Legendre function gains $(-1)^{l+m}$, and $e^{im\phi}$ becomes $(-1)^me^{-im\phi}$. Together,

$$Y_{lm}\to(-1)^lY_{lm}^*=(-1)^{l+m}Y_{l,-m}.$$

Apply this to the function of two directions

$$Z_{m_3}=\sum_{m_1m_2} C(m_1,m_2|m_3)\,Y_{l_1m_1}(\mathbf r_1)Y_{l_2m_2}(\mathbf r_2),$$

which must rotate like $Y_{l_3m_3}$. Each product on the right gains $(-1)^{l_1+l_2+m_3}$ and has its projections reversed, while the left side becomes $(-1)^{l_3+m_3}Z_{-m_3}$. Comparing the coefficients of the independent products gives

$$C(-m_1,-m_2|-m_3)=(-1)^{l_1+l_2-l_3}C(m_1,m_2|m_3).$$

Now conjugate $G$ and use the first fact in each factor:

$$G^*_{\mu_1\mu_2\mu_3}=\sum(-1)^{m_1+m_2+m_3}\,U^{l_3}_{\mu_3,-m_3}\,C(m_1,m_2|m_3)\,(U^{l_1}_{\mu_1,-m_1})^*(U^{l_2}_{\mu_2,-m_2})^* .$$

Because $m_3=m_1+m_2$, the exponent is $2m_3$ and the sign is $+1$. Renaming $m\to-m$ restores the form of $G$, except that $C$ has reversed projections. For integers $(-1)^{-l_3}=(-1)^{l_3}$, so

$$G^*=(-1)^{l_1+l_2+l_3}\,G .$$

An even sum makes every coefficient real, and an odd sum makes every coefficient imaginary or zero. No triple mixes the two. A real coupling tensor is

$$R=G\ \text{ (even sum)},\qquad R=-iG\ \text{ (odd sum)}.$$

Choosing $+i$ instead would reverse the sign of $R$, which is a convention. A change to another real orthonormal basis, such as a reordering of components, multiplies by real matrices and leaves the conclusion alone.

Among triples with all $l\le3$ there are 23 allowed ones with an even sum and 11 with an odd sum. Over the odd ones the largest $|\mathrm{Im}\,G|$ is 0.866, far from rounding error, and the real parts vanish.

## Where the imaginary unit comes from

The factor depends on the phase chosen for the complex harmonics. Suppose the same numbers $C$ are used with $\tilde Y_{lm}=i^lY_{lm}$. Then $S=\tilde U\tilde Y$ requires $\tilde U^l=i^{-l}U^l$. The output matrix contributes $i^{-l_3}$ and the two conjugated input matrices contribute $i^{l_1}$ and $i^{l_2}$:

$$\tilde G=i^{\,l_1+l_2-l_3}\,G .$$

For an odd sum the exponent is odd, and an imaginary $G$ becomes real. For an even sum the prefactor is $\pm1$. With these phases every coefficient is real, so the imaginary values belong to the overall phase chosen for the harmonics of each $l$ (real $Y_{l0}$) and not to the geometry. The relative phases between different $m$ are the same in both sets, which is why the same $C$ apply.

There is also a physical reading. Couple a feature of rank $l\ge1$ with a unit vector along $z$, in the order $l\otimes1\to l$. Letting the vector point along each axis defines three matrices that form a vector operator on the space of rank $l$. Since $l$ occurs once in $l\otimes1$, this operator is $\kappa\mathbf L$, with $\mathbf L$ the angular momentum in units of $\hbar$. Normalization of the Clebsch–Gordan coefficients requires $\kappa^2l(l+1)=1$, and the usual convention $C(l,0|l)>0$ makes $\kappa$ positive. Hence

$$G_{\mu0\mu'}=\frac{(L_z)_{\mu\mu'}}{\sqrt{l(l+1)}},\qquad (L_z)_{\mu\mu'}=-i\int S_{l\mu}\,\partial_\phi S_{l\mu'}\,d\Omega .$$

The integral is real, and integration by parts shows that it is antisymmetric. The sum $l+1+l$ is odd. In this family, then, the factor $i$ is the one that makes $-i\partial_\phi$ Hermitian, and removing it leaves the real generator of rotations.

## What "antisymmetric" means

Exchanging the inputs gives a second sign. The coefficients for $l_2\otimes l_1\to l_3$ can differ from those for $l_1\otimes l_2\to l_3$ only by a factor, by uniqueness, and since both sets are real and normalized this factor is $\pm1$. To find it, look at the state $m_3=l_3$. The raising operator annihilates it, so

$$\alpha\,C(m_1-1,m_2|l_3)+\beta\,C(m_1,m_2-1|l_3)=0,\qquad \alpha,\beta>0,$$

for $m_1+m_2=l_3+1$. Neighbouring coefficients have opposite signs. By convention the one with $m_1=l_1$ is positive. The one with $m_2=l_2$ has $m_1=l_3-l_2$, which lies $l_1+l_2-l_3$ steps away, so its sign is $(-1)^{l_1+l_2-l_3}$. In the exchanged order the convention makes that same coefficient positive. The factor is therefore $(-1)^{l_1+l_2-l_3}$, and in the real basis

$$R^{l_2l_1l_3}_{\mu_2\mu_1\mu_3}=(-1)^{l_1+l_2+l_3}R^{l_1l_2l_3}_{\mu_1\mu_2\mu_3}.$$

When $l_1=l_2$ and $l_3$ is odd, this says that $R$ is antisymmetric in its two input indices. A feature coupled with itself then gives zero, while two different features of the same rank may give a nonzero result. When $l_1\ne l_2$, the relation connects two different tensors, and calling the product antisymmetric would mean only that the two orders of coupling differ in sign.

The case $1\otimes2\to2$ shows the difference. From a vector $\mathbf v$ build the quadrupole $q_\mu(\mathbf v)=\sqrt{4\pi/5}\,|\mathbf v|^2S_{2\mu}(\hat{\mathbf v})$. The result for $L_z$ was derived in the order $l\otimes1\to l$. With $q(\mathbf b)$ as first input and $\mathbf a$ as second, $R=-iG$ therefore gives $-|\mathbf a|/\sqrt6$ times the derivative of $q(\mathbf b)$ as $\mathbf b$ turns about $\mathbf a$. The order $1\otimes2\to2$, with $\mathbf a$ first, gives $+|\mathbf a|/\sqrt6$ times the same derivative.

The size follows from the addition theorem, $q(\mathbf u)\cdot q(\mathbf v)=|\mathbf u|^2|\mathbf v|^2P_2(\cos\gamma)$, with $\gamma$ the angle between the vectors. For equal lengths $|\mathbf b|$ and small $\gamma$,

$$|q(\mathbf u)-q(\mathbf v)|^2=2|\mathbf b|^4\left[1-P_2(\cos\gamma)\right]=3|\mathbf b|^4\sin^2\gamma\approx3|\mathbf b|^4\gamma^2 .$$

Turning $\mathbf b$ about $\mathbf a$ by a small angle $\delta$ moves its direction by $\gamma=\delta\,|\mathbf a\times\mathbf b|/(|\mathbf a||\mathbf b|)$. The derivative of $q$ thus has norm $\sqrt3\,|\mathbf b||\mathbf a\times\mathbf b|/|\mathbf a|$, and the coupled feature has norm

$$\frac{|\mathbf a|}{\sqrt6}\cdot\frac{\sqrt3\,|\mathbf b||\mathbf a\times\mathbf b|}{|\mathbf a|}=\frac{|\mathbf b||\mathbf a\times\mathbf b|}{\sqrt2}.$$

Take the dimensionless vectors $\mathbf a=(1,2,3)$ and $\mathbf b=(2,-1,1)$. Their cross product is $(5,5,-5)$, so the norm is $\sqrt6\,\sqrt{75}/\sqrt2=15$. Direct contraction with the coefficients also gives 15.000, and exchanging the order reverses all five components. With $q(\mathbf a)$ in place of $q(\mathbf b)$ the result is zero, because turning $\mathbf a$ about itself changes nothing.

## What is lost by keeping the real part

For the same two vectors the raw coupling $1\otimes1\to1$ has real part $(0,0,0)$ and imaginary part $(3.536,3.536,-3.536)$, which is $(5,5,-5)/\sqrt2$. Taking the real part deletes the cross product. The output is still equivariant, since zero rotates into zero, so a test of equivariance alone will not reveal the fault.

The loss can be measured for two features of rank 2. With components ordered from $\mu=-2$ to $2$, let

$$A=(1,0,2,0,-1),\qquad B=(0,1,1,-1,-1).$$

Here $|A|^2=6$, $|B|^2=4$ and $A\cdot B=2+1=3$. Coupling to $L=0,\dots,4$ gives these squared norms:

| $L$ | $A\otimes B$ | $A\otimes A$ |
|---|---:|---:|
| 0 | 1.800 | 7.200 |
| 1 | 4.586 | 0 |
| 2 | 3.582 | 10.286 |
| 3 | 2.914 | 0 |
| 4 | 11.118 | 18.514 |

The couplings to all $L$ together form an orthogonal change of basis in the 25-dimensional product space, so the middle column adds up to $|A|^2|B|^2=24$. Even $L$ carry the symmetric part of the matrix $A_\mu B_\nu$, and odd $L$ carry the antisymmetric part $K=(AB^T-BA^T)/2$. The squared norm of $K$ is

$$\frac{2|A|^2|B|^2-2(A\cdot B)^2}{4}=\frac{24-9}{2}=7.5,$$

in agreement with $4.586+2.914$. Keeping $\mathrm{Re}\,G$ discards $7.5/24$, or 31.25 percent, of the squared norm for this pair. This is a share of the squared norm of the bilinear output, not of information: the symmetric part $(AB^T+BA^T)/2$ still fixes $K$ up to an overall sign, though only through a nonlinear operation. The share depends on the features. It is zero for parallel $A$ and $B$, as the last column shows, and reaches one half when they are orthogonal. A trial in which a feature is coupled only with itself would therefore miss the error.

Taking absolute values $|G|$ is a worse repair. For two vectors it turns $a_xb_y-a_yb_x$ into $a_xb_y+a_yb_x$. With $\mathbf a=\hat{\mathbf x}$ and $\mathbf b=\hat{\mathbf y}$ the output is $\hat{\mathbf z}/\sqrt2$. Turn both inputs by $90^\circ$ about $z$, to $\hat{\mathbf y}$ and $-\hat{\mathbf x}$, and the output becomes $-\hat{\mathbf z}/\sqrt2$, although a vector along $z$ should not have moved. For $\mathbf a=(1,2,3)$, $\mathbf b=(2,-1,1)$ and the rotation vector $(0.7,1.1,-0.4)$ rad, the mismatch between rotating before and after coupling is 1.855 times the norm of the $|G|$ output itself, which is $(-1,7,3)/\sqrt2$ before rotation. Taking $\mathrm{Im}\,G$ for odd sums is correct, because it equals $-iG$ when the real part vanishes.

## Parity and handedness

The odd couplings produce objects that even couplings of natural-parity features cannot: pseudotensors. Let each input have natural parity, meaning that inversion multiplies a feature of rank $l$ by $(-1)^l$. The coupled feature then gains $(-1)^{l_1+l_2}$, which differs from the natural $(-1)^{l_3}$ by the factor $(-1)^{l_1+l_2+l_3}$. An odd coupling of natural features gives a pseudotensor, of which the cross product is the simplest example.

It follows that products of harmonics at a single direction cannot generate odd couplings. The function $\sum C(m_1,m_2|m_3)Y_{l_1m_1}(\hat{\mathbf r})Y_{l_2m_2}(\hat{\mathbf r})$ rotates like $Y_{l_3m_3}(\hat{\mathbf r})$ and must be proportional to it. For an odd sum the two have opposite parity, so the constant is zero. Integrals of three harmonics, the Gaunt coefficients, vanish for the same reason. They are no substitute for the full set of coupling coefficients.

A model that starts from natural-parity features and uses only even couplings keeps natural parity at every stage. Its scalar outputs are unchanged by inversion, so they cannot tell a chiral arrangement from its mirror image. With $\mathbf c=(0,1,2)$ the triple product is $(\mathbf a\times\mathbf b)\cdot\mathbf c=5-10=-5$. The scalar coupling $1\otimes1\to0$ of two vectors is $-1/\sqrt3$ times their dot product, so coupling $\mathbf a$ with $\mathbf b$ to a vector and then with $\mathbf c$ to a scalar gives

$$-\frac{1}{\sqrt3}\cdot\frac{-5}{\sqrt2}=\frac{5}{\sqrt6}=2.041 .$$

After the reflection $x\to-x$ of all three vectors the value is $-2.041$. A quantity that must not depend on handedness, such as an energy without parity-violating terms, may depend on this number only through its square, and that square needs no odd coupling: the squared triple product, 25, is the determinant of the $3\times3$ matrix of dot products of $\mathbf a,\mathbf b,\mathbf c$. A scalar function of the three vectors that does change sign in a mirror also needs the sign of this number, which is lost if the imaginary coefficients are treated as noise.

Numerical values quoted here were computed with a short program.
